# Zero topological charge and zero gyrotropic deflection of a skyrmionium

## Problem

A cobalt film of thickness $t=1.0$ nm on platinum is magnetized along $+\hat z$. It holds a skyrmionium, a circular texture with unit magnetization

$$\mathbf m=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta),\qquad \theta(0)=2\pi,\quad \theta(\infty)=0,$$

where $(r,\varphi)$ are polar coordinates in the film and $\theta=\theta(r)$. A current along $+\hat x$ exerts a damping-like spin-orbit torque. Find the topological charge

$$Q=\frac1{4\pi}\int \mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,d^2r ,$$

and find the speed and direction of motion, assuming that the texture moves rigidly through a uniform, unbounded film.

**Static profile.** The energy density is $A|\nabla\mathbf m|^2+D_I[m_z\nabla\cdot\mathbf m-(\mathbf m\cdot\nabla)m_z]+K(1-m_z^2)$, with exchange stiffness $A=15$ pJ/m and interfacial chiral exchange $D_I=3.40$ mJ/m². The magnetization is $M_s=580$ kA/m. The dipolar energy is treated locally, so $K=K_u-\mu_0M_s^2/2=0.589$ MJ/m³ for $K_u=0.80$ MJ/m³. With $\Delta=\sqrt{A/K}=5.05$ nm, $\rho=r/\Delta$ and $d=D_I/\sqrt{AK}=1.144$, the energy is proportional to

$$\int\rho\left[\theta'^2+\frac{\sin^2\theta}{\rho^2}+\sin^2\theta+d\left(\theta'+\frac{\sin\theta\cos\theta}{\rho}\right)\right]d\rho .$$

Its variation gives $2(\rho\theta')'+d=2\rho\sin\theta\cos\theta\,(1+\rho^{-2})+d\cos2\theta$. Since $1-\cos2\theta=2\sin^2\theta$, division by $2\rho$ yields

$$\theta''+\frac{\theta'}{\rho}-\sin\theta\cos\theta\left(1+\frac1{\rho^2}\right)+\frac{d\sin^2\theta}{\rho}=0 .$$

A finite-difference solution has $m_z=0$ on two circular walls, at $R_1=5.96$ nm and $R_2=28.71$ nm.

**Drive.** The spin-orbit torque acts through a field $b=\hbar\theta_{SH}j/(2eM_st)$. For $j=5.0$ MA/cm² and spin Hall angle $\theta_{SH}=0.10$, $b=2.84$ mT. The damping is $\alpha=0.30$. The injected spins are taken to point along $\mathbf p=-\hat y$.

## First estimate by scaling

Each turn of $\theta$ by $\pi$ carries $\mathbf m$ once over the unit sphere, so it contributes a gyrotropic coefficient of size $4\pi$. Drag opposes the motion with coefficient $\alpha\mathcal D$, where $\mathcal D=\int(\partial_x\mathbf m)^2d^2r$.

In a thin wall $|\theta'|=|\sin\theta|/\Delta$, hence $\int\theta'^2dr=2/\Delta$. The angular average of $\cos^2\varphi$ turns the factor $2\pi R$ into $\pi R$, so

$$\mathcal D\approx\frac{2\pi(R_1+R_2)}{\Delta}=\frac{2\pi\times34.67}{5.05}\approx43 .$$

One turn alone would give a sideways-to-forward velocity ratio of about $4\pi/(0.30\times43)\approx0.97$. If the two turns add, the ratio is $1.9$ and the deflection about $63^\circ$. If they cancel, it is zero. Scaling does not supply the relative sign.

For the speed without deflection, the torque pushes on each wall with strength $\gamma b\,\pi^2R$, where $\pi$ is the angle turned in the wall and another $\pi$ comes from the angular average. Dividing by the drag gives

$$v\approx\frac{\gamma b\,\pi^2(R_1+R_2)}{\alpha\,2\pi(R_1+R_2)/\Delta}=\frac{\pi\gamma b\Delta}{2\alpha}.$$

With $\gamma b\Delta=2.52$ m/s this is about 13 m/s. The estimate assumes that both walls are pushed the same way, which also has to be shown.

## Exact solution of the rigid model

### Topological charge

Let $\mathbf e_\theta=\partial\mathbf m/\partial\theta$ and $\mathbf e_\varphi=(-\sin\varphi,\cos\varphi,0)$, so that $\mathbf e_\theta\times\mathbf e_\varphi=\mathbf m$. Then $\partial_r\mathbf m=\theta'\mathbf e_\theta$ and $r^{-1}\partial_\varphi\mathbf m=(\sin\theta/r)\,\mathbf e_\varphi$. The antisymmetric product of two derivatives is unchanged by rotating the axes from $(x,y)$ to the local radial and azimuthal directions. Therefore

$$\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)=\frac{\theta'\sin\theta}{r},$$

$$Q=\frac{2\pi}{4\pi}\int_0^\infty\theta'\sin\theta\,dr=\frac{\cos\theta(0)-\cos\theta(\infty)}2=\frac{1-1}{2}=0 .$$

Splitting the integral where $\theta=\pi$ gives $[1-(-1)]/2=+1$ for the core and $[-1-1]/2=-1$ for the ring. An ordinary skyrmion, with $\theta$ running from $\pi$ to $0$, has $Q=-1$.

In a disc whose edge holds $\theta_e\ne0$, the same formula leaves $Q=(1-\cos\theta_e)/2$. The zero therefore requires the magnetization to return to $+\hat z$.

### Thiele equation

The equation of motion is

$$\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\partial_t\mathbf m-\gamma b\,\mathbf m\times(\mathbf m\times\mathbf p).$$

For rigid motion $\mathbf m(\mathbf r-\mathbf vt)$, $\partial_t\mathbf m=-v_j\partial_j\mathbf m$, with summation over $j$. This gives

$$v_j\partial_j\mathbf m=\mathbf m\times\mathbf Y,\qquad \mathbf Y=\gamma\mathbf B+\alpha v_j\partial_j\mathbf m+\gamma b\,\mathbf m\times\mathbf p .$$

Take the cross product of $\mathbf m$ with both sides, then the dot product with $\partial_i\mathbf m$. Because $\partial_i\mathbf m\perp\mathbf m$, the right side becomes $-\partial_i\mathbf m\cdot\mathbf Y$. On the left, $\partial_i\mathbf m\cdot(\mathbf m\times\partial_j\mathbf m)=\mathbf m\cdot(\partial_j\mathbf m\times\partial_i\mathbf m)$. Its integral times $v_j$ is $-4\pi Qv_y$ for $i=x$ and $+4\pi Qv_x$ for $i=y$, which are the components of $4\pi Q\,\hat z\times\mathbf v$.

The integral of $\mathbf B\cdot\partial_i\mathbf m$ is proportional to the change of energy when the texture is shifted, and vanishes in a uniform film. What remains is

$$4\pi Q\,\hat z\times\mathbf v+\alpha\mathcal D\mathbf v=\mathbf f,$$

$$\mathcal D_{ij}=\int\partial_i\mathbf m\cdot\partial_j\mathbf m\,d^2r,\qquad f_i=\gamma b\int\mathbf p\cdot(\mathbf m\times\partial_i\mathbf m)\,d^2r .$$

### Drag and drive

From $\partial_x\mathbf m=\theta'\cos\varphi\,\mathbf e_\theta-(\sin\theta\sin\varphi/r)\,\mathbf e_\varphi$, the angular integrals of $\cos^2\varphi$ and $\sin^2\varphi$ are both $\pi$, so

$$\mathcal D_{xx}=\mathcal D_{yy}=\mathcal D=\pi\int_0^\infty\left(r\theta'^2+\frac{\sin^2\theta}{r}\right)dr .$$

The off-diagonal elements contain $\sin\varphi\cos\varphi$ and vanish.

For $\mathbf p=-\hat y$ the drive contains $-(m_z\partial_xm_x-m_x\partial_xm_z)$. Here

$$\partial_xm_x=\theta'\cos\theta\cos^2\varphi+\frac{\sin\theta\sin^2\varphi}{r},\qquad \partial_xm_z=-\theta'\sin\theta\cos\varphi .$$

The terms in $\theta'$ combine through $\cos^2\theta+\sin^2\theta=1$, and

$$f_x=\gamma b\,\mathcal I,\qquad \mathcal I=-\pi\int_0^\infty(r\theta'+\sin\theta\cos\theta)\,dr .$$

The component $f_y$ again contains $\sin\varphi\cos\varphi$ and is zero. The leading term depends on $\theta'$, which is negative in both walls. Both are pushed along $+\hat x$, although their charges have opposite signs.

### Velocity

The two components of the Thiele equation are

$$-4\pi Qv_y+\alpha\mathcal Dv_x=f_x,\qquad 4\pi Qv_x+\alpha\mathcal Dv_y=0 .$$

Hence $v_y/v_x=-4\pi Q/(\alpha\mathcal D)$. For $Q=0$,

$$v_y=0,\qquad v_x=\frac{\gamma b\,\mathcal I}{\alpha\mathcal D}.$$

The computed profile gives $\mathcal D=55.4$ and $\mathcal I=343$ nm, or $68.0\,\Delta$. Thus

$$v_x=\frac{2.52\times68.0}{0.30\times55.4}\ \text{m/s}=10.3\ \text{m/s}.$$

An ordinary skyrmion in the same film and at the same current has $\mathcal D=19.7$ and $\mathcal I=122$ nm $=24.1\,\Delta$. Its deflection is $\arctan[4\pi/(0.30\times19.7)]=65^\circ$. Its speed is $\gamma b\,\mathcal I/\sqrt{(\alpha\mathcal D)^2+(4\pi)^2}=4.4$ m/s. As $\alpha\to0$ with profile and drive fixed, its angle tends to $90^\circ$. The rigid skyrmionium keeps zero angle while its speed grows as $1/\alpha$, until rigidity fails.

## What the cancellation leaves behind

**Internal forces.** Multiplying the Thiele equation by $M_st/\gamma$ converts its terms to newtons. The gyrotropic force on a part with charge $q$ is $-4\pi q(M_st/\gamma)\,\hat z\times\mathbf v$. At 10.3 m/s it is 0.43 pN along $-\hat y$ on the core and 0.43 pN along $+\hat y$ on the ring. The sum is zero, but the pair displaces the core within the ring.

To find this displacement, write $\mathbf m=\mathbf m_0+\boldsymbol\psi$ in the moving frame and keep first order in the drive. Let $-\mathcal H\boldsymbol\psi/M_s$ be the change of the field transverse to $\mathbf m$. Crossing the equation of motion with $\mathbf m_0$ gives

$$\frac{\gamma}{M_s}\mathcal H\boldsymbol\psi=v\,\mathbf m_0\times\partial_x\mathbf m_0+\alpha v\,\partial_x\mathbf m_0+\gamma b\,\mathbf m_0\times\mathbf p .$$

The operator $\mathcal H$ is self-adjoint and gives zero on the translation modes $\partial_i\mathbf m_0$, so the right side must be orthogonal to them. The condition for $\partial_y\mathbf m_0$ is $4\pi Qv=0$, and that for $\partial_x\mathbf m_0$ is $\alpha\mathcal Dv=f_x$. The rigid velocity is therefore correct to first order in the drive even though the texture deforms.

Solving for $\boldsymbol\psi$ numerically displaces the core by 0.10 nm backward and 0.63 nm along $-\hat y$. The core position is the centroid of $1+m_z$ inside the circle $\theta=\pi$, measured from the centroid of $1-m_z$ over the whole texture. The sideways shift is 3% of the 22.8 nm gap between the walls.

A time integration of the full equation of motion on a square mesh of spacing 2.0 nm, without assuming rigidity, gives 10.1 m/s, a deflection of $-0.2^\circ$ and a sideways core shift of 0.60 nm. The small differences from the rigid speed and the linear shift come mostly from the mesh: with more accurate spatial derivatives the values become 10.3 m/s, about $-0.1^\circ$ and 0.63 nm. The speed and angle are averages over the last quarter of a 0.56 ns run. With the accurate derivatives the angle is a start-up transient, left by the core settling into its displaced position: near the end of the run it halves about every 0.07 ns and has fallen to $-0.05^\circ$.

**Loss of circular shape.** Let $\mathbf m(\mathbf r)=\mathbf m_0(S\mathbf r)$, with $S$ symmetric and $\det S>0$. The charge stays zero. The chain rule and the change of area give $\mathbf f=S\mathbf f_0/\det S$ and $\mathcal D_{ij}=\mathcal D_0(S^2)_{ij}/\det S$, so $\mathbf v=S^{-1}\mathbf v_0$. A stretch by 1.10 along the diagonal between $+x$ and $+y$, with contraction by the same factor across it, turns the velocity by

$$\arctan\frac{1.10-1/1.10}{1.10+1/1.10}=5.4^\circ .$$

This deflection comes from anisotropic drag and drive, without a net gyrotropic force.

## Comparison of estimate and solution

The exact charge settles the sign that scaling left open: the two turns cancel, and the deflection is $0^\circ$ instead of about $63^\circ$. The estimated speed of 13 m/s is 28% above the rigid-model value. The drive is not the cause, since $\pi^2(R_1+R_2)=342$ nm is close to $\mathcal I=343$ nm. The drag estimate of 43 is too low. It omits the azimuthal term $\sin^2\theta/r$, which contributes about 5 in the computed profile. The remaining 7 or so comes mostly from the inner wall, where the radial term gives 12.6 instead of the estimated 7.4. That wall has a radius close to $\Delta$ and is steeper than the thin-wall profile $|\theta'|=|\sin\theta|/\Delta$.

The parameters are model values for platinum/cobalt, not a fit to a particular 1 nm film: $D_I$ and $\alpha$ are high, and $M_s$ is well below the roughly 1400 kA/m of bulk cobalt. At $\alpha=0.10$, with the rest fixed, the model speed would triple to 31 m/s and the linear sideways core shift to 1.9 nm. Heat matters more for the direction of a single run. For rigid diffusion with coefficient $k_BT\gamma/(M_st\,\alpha\mathcal D)$ at 300 K, the rms sideways wander in 10 ns is 39 nm, against a drift of 103 nm. At that temperature the texture is only roughly rigid. In the harmonic approximation the core offset fluctuates by about 2.5 nm rms, four times the driven shift, and the circular modes alone change the wall radii by about 1.4 and 2.9 nm rms. The texture is also metastable, about $120\,k_BT$ above the uniform film and $75\,k_BT$ above the ordinary skyrmion; its barrier against collapse is not computed here. The neglected spin-transfer torque has a drift scale of 2.0 m/s if the cobalt carries the same current density with polarization 0.40. The nonlocal part of the dipolar energy, evaluated on the computed profile, is about $-0.14$ mJ/m² of wall, or 12% of the net wall energy $4\sqrt{AK}-\pi D_I=1.20$ mJ/m² in size. Including it in the static solution moves the walls to about 7.5 and 33.5 nm, and raises the rigid speed to 10.9 m/s and the linear sideways core shift to 1.0 nm. The net wall energy is a small difference of two large terms: a 1% change in $D_I$ alters it by 9%, so the radii are sensitive to that parameter: $\pm1\%$ in $D_I$ moves them by about $\pm0.8$ and $\pm1.9$ nm and the rigid speed by $\pm3\%$. Real films also contain pinning defects, which can deflect or stop the texture; this model gives no number for them.
